\section*{Thickness-averaged density of states of a hard-wall film}

\section{A window with one open subband}

Take electrons of mass $m$ in a film $0<z<L$ between impenetrable walls. They move freely along the film, and their energy $E$ is measured from the bulk band edge. The algebra is in atomic units, so
\begin{equation}
k=\sqrt{2mE}
\end{equation}
is the bulk wave number at energy $E$. The wave functions across the film are $\sin(k_nz)$, and their vanishing at $z=L$ requires
\begin{equation}
k_n=\frac{n\pi}{L},\qquad E_n=\frac{k_n^2}{2m},\qquad n=1,2,\ldots
\end{equation}
The value $n=0$ is absent because its wave function would vanish everywhere.

Hold $E$ fixed and let the thickness run from $\pi/k$ to $2\pi/k$, that is, from one half wavelength to two. Throughout this range $k_1<k$ and $k_2>k$, so one subband is open. The average number of open subbands is therefore 1. The average of $kL/\pi$ over the same range is $3/2$. The film has half a subband less than $kL/\pi$.

To read this as a statement about densities of states, both must be counted with the same convention. Spin is included throughout. In two dimensions the states per area with wave number below $K$ number
\begin{equation}
2\,\frac{\pi K^2}{(2\pi)^2}=\frac{K^2}{2\pi}.
\end{equation}
The energy of motion along the film is $K^2/(2m)$, so this count equals $m/\pi$ times that energy. Each open subband thus contributes a constant density of states per area,
\begin{equation}
g_2=\frac{m}{\pi}.
\end{equation}
In the bulk the states per volume below $k$ number
\begin{equation}
2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{k^3}{3\pi^2}.
\end{equation}
Since $dk/dE=m/k$, the bulk density of states per volume is
\begin{equation}
g_3=\frac{k^2}{\pi^2}\frac{m}{k}=\frac{mk}{\pi^2}=g_2\frac{k}{\pi}.
\label{eq:g3}
\end{equation}
Hence $Lg_3=g_2\,kL/\pi$: the quantity $kL/\pi$ is the bulk density of states of the film's volume, counted in subband steps. In the special window the average is $L_0g_3-g_2/2$, where $L_0$ is the mean thickness.

\section{Any window of one half wavelength}

Write $x=kL/\pi$. Subband $n$ is open when $n<x$, so apart from isolated points
\begin{equation}
D(E,L)=g_2\lfloor x\rfloor ,
\label{eq:stair}
\end{equation}
where $\lfloor x\rfloor$ is the largest integer not above $x$. A thickness window of width $\pi/k$ is a unit window in $x$. Let it start at $N+f$, with $N$ a non-negative integer and $0\le f<1$. The staircase equals $N$ over a length $1-f$, up to the next integer, and $N+1$ over the remaining length $f$:
\begin{equation}
\langle\lfloor x\rfloor\rangle=N(1-f)+(N+1)f=N+f .
\end{equation}
The centre of the window is $x_0=N+f+\tfrac12$, so the average is $x_0-\tfrac12$. Multiplication by $g_2$ and use of \eqref{eq:g3} give
\begin{equation}
\boxed{\;\langle D\rangle=L_0\,g_3(E)-\tfrac12 g_2\;}
\label{eq:main}
\end{equation}
for a uniform average at fixed $E$. A window of several whole half wavelengths splits into unit windows, and averaging their centres gives the same formula.

The window must lie at $L\ge0$, which for unit width means $x_0\ge\tfrac12$. For smaller $x_0$ the right side of \eqref{eq:main} is negative, which no density of states can be. In the opposite limit of a thick film, the correction relative to the bulk part is
\begin{equation}
\frac{g_2/2}{L_0g_3}=\frac{1}{2x_0}=\frac{\pi}{2kL_0},
\end{equation}
which vanishes as $1/L_0$, while the correction per area stays fixed.

For a film of laterally varying thickness, the average also assumes that each region has its own local staircase. This requires terraces wide compared with the electron wavelength along the film. For the second subband at the 5 nm thickness and 0.4 eV used below, that wavelength is 8.7 nm, and it grows without limit where a subband opens, so the condition fails close to each step. Shorter roughness scatters electrons between subbands and is outside the model.

\section{Numbers for an indium oxide film}

Take rough values for a degenerate indium oxide channel: $m=0.2$ electron masses, $L_0=5$ nm and $E=0.4$ eV. Restoring $\hbar$, $k=\sqrt{2mE}/\hbar=1.449\ \mathrm{nm^{-1}}$, so the half wavelength is $\pi/k=2.168$ nm and
\begin{equation}
x_0=\frac{5}{2.168}=2.306 .
\end{equation}
The subband edges at 5 nm follow from $E_n=E(n/x_0)^2$: 0.075, 0.301 and 0.677 eV. Two lie below 0.4 eV, so the film of exactly 5 nm has two steps.

The window runs from 3.916 to 6.084 nm. The second subband opens at $2\pi/k=4.336$ nm, and the third would open at 6.504 nm, outside the window. One subband is open over a fraction $(4.336-3.916)/2.168=0.194$ of the window and two over the rest, so the average is $2-0.194=1.806$, equal to $x_0-\tfrac12$.

For the absolute size, $m/\hbar^2=k^2/(2E)$ gives
\begin{align}
g_2&=\frac{k^2}{2\pi E}=\frac{(1.449)^2}{2\pi(0.4)}=0.835\ \mathrm{eV^{-1}nm^{-2}},\\
L_0g_3&=2.306\,g_2=1.927\ \mathrm{eV^{-1}nm^{-2}},\\
\langle D\rangle&=1.927-0.418=1.509\ \mathrm{eV^{-1}nm^{-2}}.
\end{align}
The last value is $0.01509\ \mathrm{eV^{-1}\,\text{\AA}^{-2}}$, and the half step is $0.00418\ \mathrm{eV^{-1}\,\text{\AA}^{-2}}$. The half step is 21.7 percent of the bulk part.

As a test that does not use the analytic levels, the Hamiltonian across the film was discretized on 400 interior points and its levels below 0.4 eV were counted at 400 thicknesses across the window. The average is 1.808. One thickness sample is worth $1/400=0.0025$ step, so the agreement with 1.806 is within the sampling.

\section{Windows of other widths}

The half wavelength depends on energy, so one fixed window cannot have unit width in $x$ at every energy. Let the width be $w$ half wavelengths and define the sawtooth
\begin{equation}
s(x)=x-\lfloor x\rfloor-\tfrac12 .
\end{equation}
Then $\lfloor x\rfloor=x-\tfrac12-s(x)$, and averaging gives
\begin{equation}
\frac{\langle D\rangle}{g_2}=x_0-\frac12-\frac1w\int_{x_0-w/2}^{x_0+w/2}s(x)\,dx .
\end{equation}
Within one period, with $f=x-\lfloor x\rfloor$, an antiderivative of $s$ is
\begin{equation}
B(f)=\int_0^f\left(t-\tfrac12\right)dt=\frac{f^2-f}{2}.
\end{equation}
It vanishes at $f=0$ and $f=1$, so it continues periodically without a jump. Its smallest value is $-\tfrac18$, at $f=\tfrac12$, and its largest is 0. The integral is a difference of two values of $B$, and hence
\begin{equation}
\left|\langle D\rangle-\left(L_0g_3-\tfrac12g_2\right)\right|\le\frac{g_2}{8w}.
\label{eq:bound}
\end{equation}
The bound is reached when one end of the window has $f=0$ and the other $f=\tfrac12$, which requires $w$ to be an integer plus one half.

The discretized film was averaged with 40 window centres spread over one half wavelength. For $w=1.5$ the largest error was 0.081 step, against a bound of 0.083. For $w=2.3$ it was 0.044 step, against 0.054. The second bound is not reached because the ends of that window cannot differ by half a period.

\section{A Gaussian spread of thickness}

A deposited film has no sharp thickness window. Let $L$ be Gaussian with mean $L_0$ and standard deviation $\sigma$, where $\sigma\ll L_0$ so that the weight at $L<0$ is negligible. The sawtooth is odd about $x=0$, so it has a sine series. Its coefficients follow by integration by parts:
\begin{align}
b_j&=2\int_0^1\left(x-\tfrac12\right)\sin(2\pi jx)\,dx\nonumber\\
&=2\left[-\frac{(x-\frac12)\cos(2\pi jx)}{2\pi j}\right]_0^1
+\frac{1}{\pi j}\int_0^1\cos(2\pi jx)\,dx=-\frac{1}{\pi j}.
\end{align}
The last integral covers whole periods and vanishes. Therefore
\begin{equation}
\lfloor x\rfloor=x-\frac12+\sum_{j=1}^{\infty}\frac{\sin(2\pi jx)}{\pi j}.
\end{equation}
With $2\pi jx=2jkL$, and since a Gaussian average multiplies $\sin(qL)$ by $e^{-q^2\sigma^2/2}$ and replaces $L$ by $L_0$,
\begin{equation}
\frac{\langle D\rangle}{g_2}=x_0-\frac12+\sum_{j=1}^{\infty}\frac{\sin(2jkL_0)}{\pi j}\,e^{-2j^2k^2\sigma^2}.
\label{eq:gauss}
\end{equation}
For $k\sigma\gg1$ the sum disappears and the half step remains. For $\sigma\to0$ the sum restores the staircase.

A smooth film, with $\sigma=0.3$ nm as a rough value, lies between the two limits. Here $k\sigma=0.435$, the leading exponential is $e^{-0.378}=0.69$, and the average is 1.987 steps, hardly below the value 2 of the uniform film. With $\sigma=0.8$ nm it is 1.827. To cut the largest possible leading term to 5 percent of the half step, we need
\begin{equation}
\frac{e^{-2k^2\sigma^2}}{\pi}=0.025,\qquad
\sigma=\frac1k\sqrt{\frac12\ln\frac{1}{0.025\,\pi}}=0.78\ \mathrm{nm}.
\end{equation}
At this energy, then, \eqref{eq:main} describes an ensemble of films or a film with broad thickness variation, provided that $E$, measured from the band edge, is the same at every thickness. Separately neutral films of equal doping do not meet this condition, because their filling energy changes with thickness. A single film with 0.3 nm roughness still keeps about half of the staircase's swing around that average.

\section{Where the half step is missing}

Consider one wall at $z=0$ with the material filling $z>0$. The normalized waves are $\sqrt{2/\pi}\,\sin(qz)$ with $q>0$. Each $q<k$ leaves energy for motion along the wall and contributes $g_2$, so the local density of states is
\begin{align}
\rho(z)&=g_2\,\frac2\pi\int_0^k\sin^2(qz)\,dq
=\frac{g_2}{\pi}\int_0^k\left[1-\cos(2qz)\right]dq\nonumber\\
&=\frac{g_2}{\pi}\left[k-\frac{\sin(2kz)}{2z}\right]
=g_3\left[1-\frac{\sin(2kz)}{2kz}\right].
\end{align}
It vanishes at the wall and tends to $g_3$ far away. The total deficit, with $u=2kz$, is
\begin{equation}
\int_0^\infty\left[g_3-\rho(z)\right]dz=\frac{g_3}{2k}\int_0^\infty\frac{\sin u}{u}\,du .
\end{equation}
Writing $1/u=\int_0^\infty e^{-tu}dt$ and doing the $u$ integral first gives
\begin{equation}
\int_0^\infty\frac{\sin u}{u}\,du=\int_0^\infty\frac{dt}{1+t^2}=\frac\pi2 .
\end{equation}
The deficit is therefore
\begin{equation}
\frac{\pi g_3}{4k}=\frac{g_2}{4}\quad\text{per wall}.
\end{equation}
Two separate walls account for $g_2/2$. What they leave out is the oscillation with $L$, which needs both walls and which the thickness average removes. Each wall acts on the density of states at $E$ like a missing thickness $\pi/(4k)$, here 0.542 nm.

If the offset comes from the walls, it must change with the boundary condition. Walls at which the slope of the wave function vanishes admit $\cos(n\pi z/L)$ with $n=0$ included. The count is $\lfloor x\rfloor+1$ and its average is $x_0+\tfrac12$. A film closed periodically on itself has $k_n=2\pi n/L$ for all integers $n$. One level has $n=0$ and the others come in pairs, so the count is $1+2\lfloor x/2\rfloor$. Its steps are 2 apart in $x$, and over a window of that width
\begin{equation}
\left\langle1+2\lfloor x/2\rfloor\right\rangle=1+2\left(\frac{x_0}{2}-\frac12\right)=x_0 .
\end{equation}
Without walls there is no offset. Discretized films with the same $x_0=2.306$ gave 2.808 for zero-slope walls and 2.31 for periodic closure, against the predicted 2.806 and 2.306.

\section{Walls of finite height}

Now let the potential outside the film be $V>E$, with the same mass on both sides. Motion along the film then still separates from motion across it. Outside, the wave decays with $\kappa=\sqrt{2m(V-E)}$. Define $\theta$ between 0 and $\pi/2$ by
\begin{equation}
\tan\theta=\frac{k}{\kappa},\qquad
\sin\theta=\frac{k}{\sqrt{k^2+\kappa^2}}=\sqrt{\frac EV}.
\end{equation}
Measured from the middle of the film, even states are $\cos(kz)$ inside. Matching value and slope at $z=L/2$ gives $k\tan(kL/2)=\kappa$, so $\tan(kL/2)=\cot\theta$ and
\begin{equation}
kL=(2j+1)\pi-2\theta,\qquad j=0,1,\ldots
\end{equation}
Odd states are $\sin(kz)$ inside. Matching gives $k\cot(kL/2)=-\kappa$, so $\tan(kL/2)=-\tan\theta$ and
\begin{equation}
kL=2j\pi-2\theta,\qquad j=1,2,\ldots
\end{equation}
Together, a level lies at energy $E$ when $kL+2\theta=n\pi$ with $n\ge1$. Levels move down as the film thickens, so the number below $E$ is $\lfloor x+2\theta/\pi\rfloor$. Averaging over one half wavelength as before gives
\begin{equation}
\frac{\langle D\rangle}{g_2}=x_0-\frac12+\frac2\pi\arcsin\sqrt{\frac EV}.
\label{eq:finite}
\end{equation}
For $V\to\infty$ the last term vanishes and \eqref{eq:main} returns. As $E$ approaches $V$ from below, it tends to 1 and the offset to $+\tfrac12$, the zero-slope value: with $\kappa\to0$ the outside wave becomes flat.

For a rough barrier of 3 eV the last term is 0.238 step, so the offset shrinks from $-0.5$ to $-0.262$. The discretized film gave an average of 2.045, against $1.806+0.238=2.044$. Leakage into the barrier thus cancels almost half of the correction, although $E/V$ is only 0.13, because the term grows as the square root of $E/V$. The density of states in \eqref{eq:finite} includes the part of each wave outside the film.

\section{A nonparabolic band}

Let the energy depend on the wave vector only through its length, with $k(E)$ increasing, and keep the levels $k_n=n\pi/L$. This is a one-band model with hard walls. The states per area below $E$ are
\begin{equation}
\sum_{k_n<k}\frac{k^2-k_n^2}{2\pi}.
\end{equation}
A subband enters this sum with zero weight, so differentiation produces no spikes, and each open subband contributes
\begin{equation}
\tilde g_2=\frac{k}{\pi}\frac{dk}{dE}.
\end{equation}
The bulk count $k^3/(3\pi^2)$ gives $\tilde g_3=(k^2/\pi^2)\,dk/dE=\tilde g_2k/\pi$, the same relation as \eqref{eq:g3}. The thickness argument then carries over, and $\langle D\rangle=L_0\tilde g_3-\tilde g_2/2$.

With $k^2=2mE(1+\alpha E)$, differentiation gives $k\,dk/dE=m(1+2\alpha E)$. For a rough $\alpha=0.4\ \mathrm{eV^{-1}}$ the step rises by a factor $1+2(0.4)(0.4)=1.32$ and $k$ by $\sqrt{1.16}=1.077$. In units of the parabolic step the average becomes
\begin{equation}
1.32\,(1.077\times2.306-0.5)=2.62
\end{equation}
instead of 1.806. The law survives, but the changed inputs move the average by more than the half step.

\section{Temperature, scattering and charge}

At temperature $T$, with the chemical potential at $E$, weighting the density of states with minus the slope of the Fermi function $F$ replaces each step by $F(E_n)$. At 300 K, $k_BT=0.0259$ eV. The second edge of the 5 nm film lies 0.099 eV below $E$, and the sum is 1.979 steps instead of 2. Averaged over the thickness window it is 1.802, close to 1.806. In this window room temperature alone leaves a little over half of the staircase's swing around $x-\tfrac12$ and hardly moves its average.

Scattering matters more. Mobility measures the transport time $\tau$, which need not equal the lifetime of a state. If the two are taken as equal for an estimate, a mobility $\mu=e\tau/m$ of 50 cm$^2$/Vs gives a broadening $\hbar/\tau=\hbar e/(m\mu)=0.116$ eV. This exceeds the distance from $E$ to the second edge and is half the spacing of the first two edges. The steps are rounded even at uniform thickness; the resulting change of the average has not been computed.

The walls also disturb the charge. Summing the deficit $g_2/4$ over energies from 0 to $E$ gives $g_2E/4$ missing electrons per area at each wall. Divided by the bulk density $k^3/(3\pi^2)=1.03\times10^{20}\ \mathrm{cm^{-3}}$, this is an electron-poor layer of thickness
\begin{equation}
d=\frac{mE}{4\pi}\,\frac{3\pi^2}{k^3}=\frac{3\pi}{8k}=0.81\ \mathrm{nm},
\end{equation}
where $mE=k^2/2$ was used. If a uniform positive background of density $n$ is left bare over $d$, Poisson's equation gives an energy shift $e^2nd^2/(2\varepsilon)$, about 0.07 eV for a relative permittivity of 9. This is an underestimate, because the field does not end at depth $d$: a self-consistent Hartree solution for the neutral 5 nm film puts the band edge at the walls about 0.15 eV below its value at the centre. Neutrality also moves $E$ itself: if the background fills the whole 5 nm film, holding an equal number of electrons takes $E=0.50$ eV instead of 0.40 eV, even before any potential is included. A shift of 0.07 eV in $E$ throughout the film would change $k$ by about 8 percent and $x_0$ by about 0.2 step. The potential is not uniform, however, and it changes the offset itself. In a thick neutral film whose background reaches the walls, $E$ above the interior band edge returns to its bulk value. The deficit summed over all occupied energies must then vanish, and the dip of the band edge at the walls supplies the missing states. Self-consistent neutral films of 10 to 12 nm at this doping have a thickness-averaged count near $kL/\pi-0.15$ at the Fermi level, not $kL/\pi-\tfrac12$.

\section{The model beside a real channel}

Indium oxide films a few nanometres thick do serve as transistor channels, and the cubic crystal has a conduction minimum at the zone centre, so an isotropic mass is reasonable. The electron density used here is high: it belongs to a strongly doped film, not to a channel near turn-off. Nor does the flat well describe an undoped film filled by a gate. The two open subbands of the 5 nm film hold $n_s=3.5\times10^{13}$ electrons per $\mathrm{cm^2}$. With one gate and this density profile left unchanged, the band would bend across the film by $e^2n_sL_0/(2\varepsilon)$, about 1.8 eV, far more than $E$. At lower density $k$ falls and the half wavelength grows, so the averaging window becomes a larger part of the thickness. For a bulk density $k^3/(3\pi^2)$ below about $10^{18}\ \mathrm{cm^{-3}}$, a 5 nm film violates $x_0\ge\tfrac12$. Four assumptions fail by amounts comparable with the half step. The flat potential is one: as shown above, the space charge at the walls of a doped film cancels much of the offset. Finite walls add 0.24 step if the mass is the same inside and outside (for a barrier mass of 0.5 electron masses the count of subband edges below $E$ rises by about 0.35 instead), nonparabolicity adds about 0.8 parabolic step (a rise of 0.97 in the bulk part less 0.16 from the larger half step, with the law itself intact), and the 5 nm film with 0.3 nm roughness sits 0.18 step above the full average; at another mean thickness this difference has another size and may have the other sign. In an amorphous oxide with a mobility nearer 10 cm$^2$/Vs and the same mass, the broadening would be five times larger, about 0.6 eV. That exceeds $E$ itself, and a description by sharp wave numbers is no longer justified. The main inputs and results are listed in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass: 0.2 m_e
mean thickness L0: 5 nm
energy E: 0.4 eV
wave number k: 1.449 1/nm
half wavelength = window width: 2.168 nm
window lower end: 3.916 nm
window upper end: 6.084 nm
second subband enters at thickness: 4.336 nm
third subband enters at thickness: 6.504 nm
subband edge 1 at L0: 0.07521 eV
subband edge 2 at L0: 0.3008 eV
subband edge 3 at L0: 0.6769 eV
one step g2: 0.8355 1/(eV nm2)
bulk DOS g3: 0.3854 1/(eV nm3)
bulk part L0*g3: 1.927 1/(eV nm2)
half step g2/2: 0.4177 1/(eV nm2)
half step g2/2, converted: 0.004177 1/(eV A2)
averaged film DOS: 1.509 1/(eV nm2)
averaged film DOS, converted: 0.01509 1/(eV A2)
bulk part in steps: 2.306
film at exactly L0, in steps: 2
average by formula, in steps: 1.806
average from discretized film, in steps: 1.808
same, zero-slope walls: 2.808
same, periodic closure: 2.31
half step / bulk part: 21.7 percent
worst error, 1.5 half wavelengths, steps: 0.0813
bound for 1.5 half wavelengths, steps: 0.0833
worst error, 2.3 half wavelengths, steps: 0.0438
bound for 2.3 half wavelengths, steps: 0.0543
deficit per wall, in steps: 0.25
missing thickness per wall at E: 0.542 nm
rms roughness: 0.3 nm
average with this roughness, steps: 1.987
average with 0.8 nm rms, steps: 1.827
rms needed for 5 percent of half step: 0.778 nm
wall height: 3 eV
finite-wall gain by formula, steps: 0.238
finite-wall average, discretized, steps: 2.045
nonparabolicity: 0.4 1/eV
nonparabolic step / parabolic step: 1.32
nonparabolic k / parabolic k: 1.077
mobility: 50 cm2/Vs
lifetime broadening hbar/tau: 0.116 eV
temperature: 300 K
thermal energy kT: 0.0259 eV
thermal DOS at exactly L0, steps: 1.979
thermal DOS averaged over window, steps: 1.802
bulk carrier density: 1.03e+20 1/cm3
electron-poor layer per wall: 0.813 nm
relative permittivity: 9
band bending, order of magnitude: 0.068 eV
\end{verbatim}
